# Why uniform gate-stack dipoles shift threshold but dipole fluctuations scatter

## What symmetry and dimensions fix

Consider electrons in a silicon inversion layer below a gate stack that contains a thin dipole layer. The layer produces a potential step \(D(\mathbf r)=D_0+\delta D(\mathbf r)\), where \(\mathbf r\) lies in the plane and \(\delta D\) has zero mean. \(D\) is positive when the potential is higher on the silicon side.

The mean step \(D_0\) is unchanged by any in-plane translation. It therefore cannot change the in-plane momentum \(\hbar\mathbf k\): a potential energy \(U_0\) uniform in the plane has \(\langle\mathbf k'|U_0|\mathbf k\rangle=U_0\,\delta_{\mathbf k'\mathbf k}\). It can change energies and, through them, the gate voltage needed for a given density.

The fluctuation breaks the symmetry. In a linear medium its Fourier component \(D_{\mathbf q}\) gives electrons the energy \(U_{\mathbf q}=-eM(q)D_{\mathbf q}\), with \(M\) dimensionless, and can transfer momentum \(\hbar\mathbf q\). To leading order the scattering rate is quadratic in \(U\). If \(\delta D\) has rms value \(\Delta\) and correlation length \(\Lambda\), dimensions require

\[
\frac{\hbar}{\tau}=\frac{m\Lambda^2}{\hbar^2}\,(e\Delta)^2\,\Phi ,
\]

where the dimensionless \(\Phi\) depends on \(k\Lambda\), on the stack's lengths relative to \(\Lambda\), on the permittivity ratios and, through \(M\), on the depth and screening response of the electrons. The mean gives a voltage linear in \(D_0\); the fluctuation gives a rate proportional to \(\Delta^2\).

## The mean step: a threshold shift

Silicon fills \(z>0\). Above it lie an interlayer of thickness \(t_i=1\) nm, a high-permittivity film of thickness \(t_h=2\) nm and an ideal metal gate. Their relative permittivities are \(\varepsilon_s=11.7\), \(\varepsilon_i=3.9\) and \(\varepsilon_h=20\). The dipole lies between the two dielectrics.

Represent it by sheet charges \(-\sigma\) and \(+\sigma\), the positive one nearer the silicon by \(d\), inside the interlayer. The step is \(D_0=\sigma d/(\varepsilon_0\varepsilon_i)\). The net charge is zero, so the displacement is the same on both sides.

Let \(Q_s(\phi_s)\) be the silicon charge per area at surface potential \(\phi_s\); it is negative here. The displacement toward the silicon is \(-Q_s\). Going from gate to silicon, the potential falls across the dielectrics and rises at the dipole:

\[
\phi_s=V_G+\frac{Q_s(\phi_s)}{C}+D_0,\qquad
\frac1C=\frac1{\varepsilon_0}\left(\frac{t_h}{\varepsilon_h}+\frac{t_i}{\varepsilon_i}\right).
\]

\(V_G\) is measured from flat band without the dipole. Only the sum \(V_G+D_0\) enters, so the electron density obeys

\[
n(V_G,D_0)=n(V_G+D_0,0),\qquad \Delta V_{\rm th}=-D_0 .
\]

For \(D_0=0.30\) V, a Poisson calculation with real charge sheets and classical (Boltzmann) electrons moves the threshold, defined at \(10^{11}\) cm\(^{-2}\), from 1.2034 to 0.9034 V. At \(n=5\times10^{12}\) cm\(^{-2}\) the gate voltage falls from 1.645 to 1.345 V. With density held fixed, the silicon potential profiles agree to rounding error. The normal field is then the same, and so is the mobility in this model.

With gate voltage held fixed instead, the density rises from \(5.00\times10^{12}\) to \(9.27\times10^{12}\) cm\(^{-2}\). The increase is less than \(CD_0/e\approx4.7\times10^{12}\) cm\(^{-2}\), because the surface potential and depletion charge rise too. Quantum confinement and degeneracy, absent from this classical calculation, raise the gate voltage needed for this density by roughly 0.17 V and reduce the increase by about one sixth, to roughly \(3.5\times10^{12}\) cm\(^{-2}\). They do not alter the shift \(-D_0\), which holds for any \(Q_s(\phi_s)\). Mobility may then change through the altered field and density. That is an indirect effect, not scattering by the dipole.

## The fluctuation: how much reaches the surface

For a component \(e^{i\mathbf q\cdot\mathbf r}\), Laplace's equation is \(\phi''=q^2\phi\) in each layer. Leave out the response of the mobile electrons for now, and hold the depletion charge fixed throughout.

In the high-permittivity film, vanishing potential at the gate gives a hyperbolic sine. Just above the dipole, where \(\phi=\phi_-\),

\[
\varepsilon_h\phi'=Y_h\phi_-,\qquad Y_h=\varepsilon_hq\coth(qt_h).
\]

In silicon \(\phi=\phi_0e^{-qz}\). Continuity of \(\phi\) and \(\varepsilon\phi'\) at \(z=0\) fixes the interlayer solution:

\[
\phi=\phi_0\left[\cosh qz-\frac{\varepsilon_s}{\varepsilon_i}\sinh qz\right].
\]

At \(z=-t_i\), just below the dipole, this gives

\[
\phi_+=\phi_0\left[\cosh qt_i+\frac{\varepsilon_s}{\varepsilon_i}\sinh qt_i\right],
\]
\[
\varepsilon_i\phi'=-Y_b\phi_+,\qquad
Y_b=\varepsilon_iq\,\frac{\varepsilon_s+\varepsilon_i\tanh qt_i}{\varepsilon_i+\varepsilon_s\tanh qt_i}.
\]

Across a thin dipole layer \(\phi_+-\phi_-=D_q\). The change of \(\varepsilon\phi'\) is of order \(\varepsilon q^2D_qd\) and vanishes with \(d\). Hence \(Y_h\phi_-=-Y_b\phi_+\), so \(\phi_+=D_qY_h/(Y_h+Y_b)\) and

\[
G(q)=\frac{\phi_0}{D_q}=\frac{Y_h}{Y_h+Y_b}\;
\frac{\varepsilon_i}{\varepsilon_i\cosh qt_i+\varepsilon_s\sinh qt_i}.
\]

As \(q\to0\), \(Y_h\to\varepsilon_h/t_h\) while \(Y_b\to\varepsilon_sq\to0\), so \(G\to1\): with the silicon charge held fixed, the uniform step arrives whole. In a real device the depletion charge responds to a uniform step and takes up part of it, about a tenth for this stack when no inversion layer is present. At large \(q\),

\[
G\to\frac{\varepsilon_h}{\varepsilon_h+\varepsilon_i}\,\frac{2\varepsilon_i}{\varepsilon_i+\varepsilon_s}\,e^{-qt_i}.
\]

Fine lateral structure dies out across the interlayer. At \(q=0.6\) nm\(^{-1}\), \(Y_h=14.39\) and \(Y_b=3.17\) nm\(^{-1}\). The two factors are 0.820 and 0.323, and \(G=0.265\).

## The depth of the electrons

Take one subband with density profile \(\rho(z)=\tfrac12b^3z^2e^{-bz}\). Its average of \(e^{-qz}\) is

\[
F(q)=\frac{b^3}{2}\int_0^\infty z^2e^{-(b+q)z}dz=\left(\frac b{b+q}\right)^3 .
\]

The width follows by minimizing the energy per electron. The kinetic part is \(\hbar^2b^2/8m_z\), and the mean depth \(3/b\) gives the depletion part. The mean potential energy from the other electrons is \((e^2n/\varepsilon_0\varepsilon_s)\int_0^\infty P^2dz\), where \(P=e^{-bz}(1+bz+b^2z^2/2)\) is the fraction lying deeper than \(z\). The integral is \(33/(16b)\), and pair counting halves it:

\[
E(b)=\frac{\hbar^2b^2}{8m_z}+\frac{e^2}{\varepsilon_0\varepsilon_sb}\left(3N_{\rm dep}+\frac{33}{32}n\right).
\]

Setting \(dE/db=0\) gives

\[
b^3=\frac{12m_ze^2}{\hbar^2\varepsilon_0\varepsilon_s}\left(N_{\rm dep}+\frac{11}{32}n\right).
\]

Images and exchange are left out of this width. With \(m_z=0.916\,m_0\) and \(N_{\rm dep}=3.66\times10^{12}\) cm\(^{-2}\), \(b=2.289\) nm\(^{-1}\) and the mean depth is 1.31 nm. At \(q=0.6\) nm\(^{-1}\), \(F=(2.289/2.889)^3=0.497\).

## Screening by the same electrons

The electrons move toward places of low energy. In linear response \(\delta n_q=-\Pi U_q\), and this density adds the energy \(W\delta n_q\). Thus \(U_q=U_q^{\rm ext}-\Pi WU_q\), and

\[
M(q)=\frac{G(q)F(q)}{1+\Pi(q)W(q)} .
\]

For \(W\), a source at depth \(z'\) produces a potential proportional to \(e^{-q|z-z'|}+Re^{-q(z+z')}\). Looking up from the silicon surface, the stack imposes \(\varepsilon_s\phi'=Y_t\phi\). Hence \(\varepsilon_sq(1-R)=Y_t(1+R)\), and

\[
R=\frac{\varepsilon_sq-Y_t}{\varepsilon_sq+Y_t},\qquad
Y_t=\varepsilon_iq\,\frac{Y_h+\varepsilon_iq\tanh qt_i}{\varepsilon_iq+Y_h\tanh qt_i}.
\]

The second expression carries \(Y_h\) through the interlayer with hyperbolic functions, as before. Averaging over both depths,

\[
W=\frac{e^2}{2\varepsilon_0\varepsilon_sq}\,[H+RF^2].
\]

With \(a=b+q\), ordering the two depths and doing the inner integral first gives

\[
H=\frac{b^6}{2}\int_0^\infty z^2e^{-2bz}\left(\frac{z^2}a+\frac{2z}{a^2}+\frac2{a^3}\right)dz
=\frac{3b}{8a}+\frac{3b^2}{8a^2}+\frac{b^3}{4a^3}.
\]

For \(\Pi\), let \(f_k\) be the Fermi occupation at energy \(E_{\mathbf k}\), let \(g=4\) count two spins and two valleys, and let \(m=0.19\,m_0\) be the in-plane mass. The two terms of the static response contribute equally:

\[
\Pi=2g\,\mathcal P\!\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_k}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .
\]

The principal-value angular integral of \(1/(q^2+2qk\cos\varphi)\) is \(2\pi/(q\sqrt{q^2-4k^2})\) for \(k<q/2\) and zero for \(k>q/2\). Substituting \(k=\tfrac q2\sqrt{1-u^2}\),

\[
\Pi(q)=\frac{gm}{2\pi\hbar^2}\int_0^1 f\!\left[\frac{\hbar^2q^2}{8m}(1-u^2)\right]du .
\]

At 300 K and \(q=0.6\) nm\(^{-1}\) the denominator \(1+\Pi W\) is 1.900, so \(M=0.2648\times0.4974/1.900=0.0693\). As \(q\to0\), \(M\) tends to 0.102, not 1: with the gate voltage fixed, the density responds and cancels most of the step. A uniform remainder still transfers no momentum.

## From a random step to lost momentum

Assume the covariance \(\langle\delta D(\mathbf r)\delta D(0)\rangle=\Delta^2e^{-r^2/\Lambda^2}\). Its Fourier transform is a product of two Gaussian integrals, so the energy spectrum is

\[
S_V(q)=e^2M(q)^2\,\pi\Delta^2\Lambda^2e^{-q^2\Lambda^2/4}.
\]

For area \(A\), the mean squared matrix element is \(S_V/A\). An elastic deflection by \(\theta\) loses the fraction \(1-\cos\theta\) of forward momentum. Fermi's golden rule gives

\[
\frac1\tau=\frac{2\pi}\hbar\sum_{\mathbf k'}\frac{S_V}{A}(1-\cos\theta)\,\delta(E'-E).
\]

The sum becomes \(A\int k'dk'd\theta/(2\pi)^2\), with \(k'dk'=(m/\hbar^2)dE'\). The delta function removes the energy integral:

\[
\frac1\tau=\frac m{2\pi\hbar^3}\int_0^{2\pi}(1-\cos\theta)\,S_V\!\left(2k\sin\tfrac\theta2\right)d\theta .
\]

Scattering between valleys is neglected.

For \(\Delta=0.20\) V, \(\Lambda=2\) nm and an electron with \(k=0.436\) nm\(^{-1}\) (38.2 meV), \(\hbar/\tau=2.84\) meV and \(\tau=232\) fs. The product of \(k\) and the mean free path is \(2E\tau/\hbar=26.9\), so successive collisions are well separated.

An independent test followed waves through random periodic potentials, 144 nm on a side, with this spectrum, using 60 potentials at each of two amplitudes. At one fifth of the amplitude, the decay rate of momentum was \(0.991\pm0.011\) of the golden-rule value. At full amplitude the calculated ratio was \(0.99\pm0.01\). In a uniform potential the momentum was unchanged to the ten printed decimals. These results support the scattering formula; they do not examine the screening model, which is common to both sides.

## Weighing the fluctuation against other scattering

In a field \(\mathcal E\) the force is \(-e\mathcal E\). The steady Boltzmann equation gives \(\delta f=e\mathcal E\tau v_xf'(E)\). Since \(v_x^2\) averages to \(E/m\) over angle and the density of states is constant,

\[
\mu=\frac em\,\frac{\int_0^\infty E\,\tau(E)\,(-f')\,dE}{\int_0^\infty E\,(-f')\,dE}.
\]

Integration by parts has replaced \(\int f\,dE\) in the denominator.

Represent all other scattering by a constant time giving 300 cm\(^2\)/Vs. At fixed density, a uniform dipole leaves this value unchanged. Fluctuations alone would give 5909 cm\(^2\)/Vs. Nearly half of this average comes from electrons more than about 100 meV above the subband edge, where higher subbands open and the one-subband rate is incomplete, so it is a rough figure; in the combined mobility such electrons carry only about a fifth. Adding the two rates at each energy gives 274.6 cm\(^2\)/Vs, a loss of 8.5 % relative to the background.

Adding inverse mobilities would predict 285.5 cm\(^2\)/Vs, a loss of about 5 %. The difference has a definite sign. With \(y=\tau_{\rm dip}\), the combined time \(y/(1+y/\tau_{\rm back})\) is a concave function of \(y\), so its average cannot exceed its value at the average \(y\).

Halving \(\Delta\), with all else fixed, gives 292.9 cm\(^2\)/Vs. The loss falls by a factor of 3.6, close to the factor 4 expected when the added rate is small.

## Two limits in the lateral scale

When \(\Lambda\) is much shorter than the electron wavelength, the exponential in \(S_V\) is near one and the rate grows as \(\Lambda^2\). From 0.5 to 1 nm the fluctuation mobility falls from 45268 to 13403 cm\(^2\)/Vs, a factor of 3.4. The Gaussian factor already keeps it below 4.

When \(k\Lambda\gg1\), only small angles matter. Let \(\Lambda\) also be long enough that \(M(q)\) hardly changes for \(q\) up to a few times \(1/\Lambda\). Set \(1-\cos\theta\approx\theta^2/2\), \(q\approx k|\theta|\) and \(M\approx M(0)\), and extend the angular limits to infinity:

\[
\frac\hbar\tau\to\frac{m e^2M(0)^2\Delta^2\Lambda^2}{2\hbar^2}
\int_{-\infty}^{\infty}\frac{\theta^2}2e^{-k^2\Lambda^2\theta^2/4}d\theta
=\frac{\sqrt\pi\,m e^2M(0)^2\Delta^2}{\hbar^2k^3\Lambda},
\]

because the integral equals \(2\sqrt\pi/(k\Lambda)^3\). The rate vanishes as \(1/\Lambda\) at fixed \(\Delta\) and \(k\), as it does for a uniform step, but the electron density still varies from patch to patch. Between the limits the golden-rule scattering is strongest: the fluctuation mobility is 5909 cm\(^2\)/Vs at 2 nm and 5664 at 5 nm, with its minimum, near 5100, at about 3 nm between them, and at 50 nm it has risen to 38128. The loss against the background peaks near 11 % for lengths of 3 to 4 nm.

The long-patch limit has its own boundary. The 300 cm\(^2\)/Vs background corresponds to a relaxation time of about 32 fs and, for the electron above, a mean free path near 9 nm. Patches wider than this act increasingly as regions of different local threshold. Current then redistributes among them, and a scattering rate no longer describes their whole effect. Even if the local mobility is the same everywhere, the unequal densities keep the conductance below that of a uniform layer with the same mean density.

## Distance, neglected effects and real stacks

Doubling the interlayer to 2 nm, with density, subband width and fluctuations fixed, raises the fluctuation mobility from 5909 to 28294 cm\(^2\)/Vs. The price is a smaller gate capacitance. Two effects contribute. The thicker interlayer attenuates fine lateral structure, and the more distant gate makes \(W\) larger at small \(q\), so the electrons cancel more of the step: \(M(0)\) falls from 0.102 to 0.067. For the 2 nm patches used here, the first effect accounts for nearly all of the rise; the second matters mainly for long patches. The comparison applies to dipoles at the upper interface.

The main approximations have these sizes:

- An estimate of the subband levels puts 16 % of the carriers outside the lowest subband, including 13 % of all carriers in valleys with anisotropic in-plane mass. If those carriers had the same background mobility and felt no dipole, they would dilute the loss. The lowest subband, holding fewer electrons, would have a lower Fermi level and slower, more strongly scattered electrons, which works the other way; its weaker screening is largely made up by the upper subbands. A rough estimate with self-consistent subbands puts the loss between about 7.5 and 9 %.
- The rms channel energy is 35 meV before screening and 12 meV after, against \(k_BT=26\) meV. Linear screening is therefore a moderate approximation.
- A dipole layer 0.2 nm thick changes the channel potential at \(q=0.6\) nm\(^{-1}\) by 1.2 %, hence the scattering strength there by about 2.4 %, if the layer lies inside the interlayer. The figure depends on placement: a layer straddling the interface changes the potential by less than 0.1 %, and one inside the high-permittivity film lowers it by about 5 %.
- The mean interlayer field is 4.0 MV/cm, below a rough breakdown scale of 10 MV/cm. The fluctuating dipole adds local fields that this figure leaves out, about 1.9 MV/cm rms just below the dipole before screening, so a three-standard-deviation patch comes close to that scale. Estimated tunnelling escape, \(2\times10^4\) s\(^{-1}\), is negligible beside dipole scattering at \(4\times10^{12}\) s\(^{-1}\).

The parameters are rough values for a silicon n-channel transistor with a hafnium-oxide-based dielectric at room temperature. Layers of one to two nanometres and dipole steps of a few tenths of a volt belong to that regime. The values of \(\Delta\) and \(\Lambda\) are assumptions, and they govern the result: halving \(\Delta\) alone reduces the loss from 8.5 % to 2.4 %. Real stacks also contain charged defects, interface roughness and polar phonons, which need not have the constant relaxation time used here. The background's \(k\) times mean free path is only about 4, so adding independent rates is itself approximate. The 8.5 % is thus a model estimate for one assumed dipole pattern, not a measured loss. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Temperature 300 K, kT = 25.85 meV
Permittivities high-k, IL, Si: 20.0, 3.9, 11.7
Thickness high-k, IL: 2.0, 1.0 nm
Masses in plane, normal: 0.19, 0.916 m0; valleys 2
Acceptors 1.0e+18, intrinsic 1.0e+10 cm^-3
Mean step 0.30 V, rms 0.20 V, length 2.0 nm
Carrier density 5.00e+12 cm^-2
Threshold criterion 1.0e+11 cm^-2
Threshold from flat band, no dipole: 1.2034 V
Threshold from flat band, uniform dipole: 0.9034 V
Threshold shift: -0.3000 V
Gate voltage at carrier density, without/with: 1.6452, 1.3452 V
Largest Si potential change at equal density: 8.4e-15 V
Density at unchanged gate voltage, with dipole: 9.27e+12 cm^-2
Depletion density 3.66e+12 cm^-2
Subband b = 2.289 nm^-1, mean depth 3/b = 1.31 nm
Chemical potential above subband: 22.4 meV
Channel response to uniform step (finite differences): 1.00000
At q = 0.6 nm^-1: transfer 0.2648, form 0.4974
  screening 1.900, element 0.0693 eV/V
Screened element at q -> 0: 0.1024 eV/V
Channel rms energy unscreened, screened: 34.7, 11.8 meV
Test wave: k = 0.4363 nm^-1, energy 38.2 meV
  Born hbar/tau 2.841 meV, tau 232 fs
  k times mean free path: 26.9
Momentum kept in uniform potential: 1.0000000000
Wave/Born rate, potential x 0.2: 0.991 +- 0.011
Wave/Born rate, full potential: 0.99 +- 0.01
Background mobility (uniform dipole): 300 cm2/Vs
Dipole-fluctuation mobility alone: 5909 cm2/Vs
Total mobility: 274.6 cm2/Vs, loss 8.5 %
Total mobility, rms halved: 292.9 cm2/Vs
Fluctuation mobility, length  0.5 nm: 45268 cm2/Vs
Fluctuation mobility, length  1.0 nm: 13403 cm2/Vs
Fluctuation mobility, length  2.0 nm: 5909 cm2/Vs
Fluctuation mobility, length  5.0 nm: 5664 cm2/Vs
Fluctuation mobility, length 10.0 nm: 8749 cm2/Vs
Fluctuation mobility, length 50.0 nm: 38128 cm2/Vs
Fluctuation mobility, IL 2.0 nm: 28294 cm2/Vs
Long-patch rate / 1/length law at 1000 nm: 0.9993
Neglected: fraction outside lowest subband 16.0 %
  of which in valleys of anisotropic mass 13.4 % of all
Neglected: dipole 0.2 nm thick changes potential by 1.2 %
IL field 4.02 MV/cm (rough breakdown scale 10 MV/cm)
Rough barriers IL, high-k: 3.1, 1.5 eV; masses 0.5, 0.2 m0
Tunnelling escape 1.8e+04 s^-1, Born scattering 4.3e+12 s^-1
```
